# Electron Debye length in a plasma for plasma-enhanced deposition

## Problem

A low-pressure plasma for plasma-enhanced atomic layer deposition has electron density $n=1.0\times10^{16}\ \mathrm{m^{-3}}$ and electron temperature 3 eV. Far from any surface, the density of singly charged positive ions is also $n$ and the potential $\phi$ is zero. A plane at $x=0$ is held at a small potential $\phi_0$, and the plasma fills $x>0$.

Treat the ions as fixed and uniform. Let the electrons be in thermal equilibrium at one temperature, and let the plane absorb none of them. Fixed ions are a model of a disturbance too fast for the ions to follow, yet slow enough for the electrons to stay in equilibrium.

(a) Find how $\phi$ falls with distance, and identify its decay length $\lambda$.

(b) Calculate $\lambda$ in millimetres.

(c) Compare $\lambda$ with a surface feature 100 nm wide. Can electron screening set up a separate quasineutral plasma inside the feature?

(d) How does the distance for a fall to $1/e$ change when $\phi_0$ is negative and no longer small?

## Hints

1. In equilibrium, the electric force on a thin layer of electrons balances the pressure force. This fixes $n_e(\phi)$.
2. Put the net charge density into Poisson's equation, then expand for small potential.
3. Write the temperature as a voltage, $T_V=k_BT/e$. A temperature of 3 eV means $T_V=3$ V.
4. For (c), ask how large a potential the space charge could produce if every electron left the feature.
5. For (d), multiply the full Poisson equation by $d\phi/dx$ and integrate once.

## Solution

### (a) The decay law

The electric field is $-d\phi/dx$ and the electron charge is $-e$, so the force on one electron is $+e\,d\phi/dx$. The electron pressure is $n_ek_BT$, and its force per unit volume is minus its gradient. With $T$ uniform, the balance is

$$
0=e n_e\frac{d\phi}{dx}-k_BT\frac{dn_e}{dx}.
$$

Division by $n_ek_BT$ gives

$$
\frac{d\ln n_e}{dx}=\frac{1}{T_V}\frac{d\phi}{dx}.
$$

Integrating from the bulk, where $n_e=n$ and $\phi=0$, gives the Boltzmann relation

$$
n_e=n\,e^{\phi/T_V}.
$$

Electrons gather where the potential is positive, as their negative charge requires.

The net charge density is $\rho=e(n-n_e)$. Poisson's equation, $\phi''=-\rho/\varepsilon_0$, becomes

$$
\phi''=\frac{en}{\varepsilon_0}\left(e^{\phi/T_V}-1\right). \qquad (1)
$$

For $|\phi|\ll T_V$, the bracket is $\phi/T_V$ to leading order. Hence

$$
\phi''=\frac{\phi}{\lambda^2},\qquad
\lambda=\sqrt{\frac{\varepsilon_0T_V}{en}}. \qquad (2)
$$

The general solution is $Ae^{-x/\lambda}+Be^{x/\lambda}$. The potential must vanish in the bulk, so $B=0$; its value at the plane gives $A=\phi_0$. Thus

$$
\phi(x)=\phi_0e^{-x/\lambda}.
$$

The length $\lambda$ is the electron Debye length. Hotter electrons are less easily redistributed by a given potential, so $\lambda$ grows as $\sqrt{T_V}$. A denser plasma supplies more screening charge, so $\lambda$ falls as $1/\sqrt n$.

### (b) The number

In terms of $k_BT$, the formula reads $\lambda^2=\varepsilon_0k_BT/(ne^2)$. Since $k_BT=eT_V$, one factor $e$ cancels, leaving one in the denominator of (2). The two parts of the quotient are

$$
\varepsilon_0T_V=(8.8542\times10^{-12}\ \mathrm{F/m})(3\ \mathrm V)
=2.6563\times10^{-11}\ \mathrm{C/m},
$$

$$
en=(1.6022\times10^{-19}\ \mathrm C)(1.0\times10^{16}\ \mathrm{m^{-3}})
=1.6022\times10^{-3}\ \mathrm{C/m^3}.
$$

Their ratio has the unit $\mathrm{m^2}$, as it must:

$$
\lambda^2=1.6579\times10^{-8}\ \mathrm{m^2},\qquad
\lambda=1.29\times10^{-4}\ \mathrm m=0.129\ \mathrm{mm}.
$$

To two figures, the Debye length is 0.13 mm.

A numerical solution of the full equation (1), with $\phi_0=-T_V/1000$, gives a $1/e$ distance of 0.1288 mm, in agreement with (2). With four times the density and the same temperature, the distance becomes 0.0644 mm, which is half. With four times the temperature and the original density, it becomes 0.2575 mm, which is double within rounding.

A smooth charge density makes sense if many electrons take part in the screening. A sphere of radius $\lambda$ contains

$$
\frac{4\pi}{3}n\lambda^3=8.9\times10^4
$$

electrons, so the mean-field description is well justified here.

### (c) Comparison with the feature

For a feature of width $w=100$ nm, $\lambda/w\approx1290$. Over a distance $w$ in the plasma, the screened potential falls by the fraction $1-e^{-w/\lambda}$, or 0.078 % of its starting value. Screening has hardly begun over such a distance.

The space charge itself gives a stronger argument. Suppose the feature held ions at the bulk density and lost all its electrons. Then $\phi''=-en/\varepsilon_0$. Starting from a point of zero field, two integrations across a distance $w$ give a potential difference of magnitude

$$
\Delta\phi=\frac{enw^2}{2\varepsilon_0}
=\frac{T_V}{2}\left(\frac{w}{\lambda}\right)^2.
$$

The last step uses $en/\varepsilon_0=T_V/\lambda^2$. For this feature, $\Delta\phi$ is less than one millionth of $T_V$. Such a potential cannot hold electrons of thermal energy $eT_V$ close to the ions. The smooth ion density used here is an average over time: a cube of side $w$ contains $nw^3=10^{-5}$ ions on average, so it is almost always empty. Even when one ion is present, its potential at distance $w$ is only 0.014 V, about 0.5 % of $T_V$. At this density, therefore, electron screening cannot set up a separate quasineutral plasma inside the feature. This does not exclude fields from charge on the feature's walls, which the estimate leaves out.

### (d) A larger negative potential

Set $u=\phi/T_V$ and $s=x/\lambda$. Equation (1) becomes $d^2u/ds^2=e^u-1$. Multiply by $du/ds$ and integrate. Both $u$ and $du/ds$ vanish in the bulk, so

$$
\left(\frac{du}{ds}\right)^2=2\left(e^u-1-u\right).
$$

For a negative potential, write $u=-y$ with $y>0$. Expansion of the exponential gives

$$
\left(\frac{dy}{ds}\right)^2
=y^2\left(1-\frac y3+\frac{y^2}{12}-\cdots\right).
$$

Since $y$ decreases away from the plane, the negative root applies. To first order in the correction,

$$
-\frac{ds}{dy}=\frac1y\left(1+\frac y6\right)
=\frac1y+\frac16.
$$

Let $a=|\phi_0|/T_V$. Integration from $y=a/e$ to $y=a$, where $e$ in the limits is the base of natural logarithms, gives the distance

$$
\frac{x_{1/e}}{\lambda}\approx1+\frac a6\left(1-\frac1e\right). \qquad (3)
$$

The distance grows because the full positive charge density, proportional to $1-e^{-y}$, is smaller than its linear estimate $y$. Less charge means less curvature and slower decay.

At $\phi_0=-0.3$ V, where $a=0.1$, both (3) and the numerical solution give 1.0105. At $-3$ V, where $a=1$, the estimate is 1.1054 and the numerical result 1.1051. The close agreement at $a=1$ has a reason: in the expansion of $(1-y/3+y^2/12)^{-1/2}$, the two $y^2$ terms are $-y^2/24$ and $+y^2/24$, and they cancel.

Equation (3) stays useful well beyond $a=1$: it is 2 % too high at $a=5$ and 7 % too high at $a=10$. For still larger $a$ the expansion fails. Once $a$ reaches a few tens, most of the layer contains almost no electrons. With the ions still fixed, the calculation in (c) gives $|\phi_0|=end^2/(2\varepsilon_0)$ for a layer of thickness $d$, so $d\approx\lambda\sqrt{2a}$. The temperature cancels from this product, leaving $d=\sqrt{2\varepsilon_0|\phi_0|/(en)}$, so the Debye length no longer sets the thickness of the layer. Inside the layer the potential is $\phi_0(1-x/d)^2$, which falls to $1/e$ of its wall value at $x=(1-e^{-1/2})\,d\approx0.39\,d$. This distance grows as $\sqrt{|\phi_0|}$. The limit is approached slowly: against the exact integral of the first-order equation, $0.39\,d$ is 17 % too low at $a=5$, 9 % at $a=10$, 3 % at $a=30$ and 1 % at $a=100$.

## Variation 1: ions that can move

**Question.** Find the screening length (i) for a static potential with ions in equilibrium at 0.05 eV, and (ii) for a small potential at 13.56 MHz with cold ions of mass $M=40$ u.

**Solution.** (i) The ions have the opposite charge, so $n_i=n e^{-\phi/T_{i,V}}$, with $T_{i,V}=0.05$ V. For $|\phi|\ll T_{i,V}$, both charge densities can be linearised:

$$
\phi''=\frac{en}{\varepsilon_0}
\left(\frac1{T_V}+\frac1{T_{i,V}}\right)\phi.
$$

Relative to (2), the coefficient of $\phi$ is larger by $1+T_V/T_{i,V}=1+60=61$. The length is therefore $0.1288/\sqrt{61}=0.0165$ mm. Cold ions in equilibrium dominate static screening. This result does not apply to a steady wall that absorbs ions, because such ions do not return and are not in equilibrium.

(ii) Let $n_1$ be the small change in ion density and $v$ the ion velocity. Newton's law and conservation of ions read

$$
M\frac{\partial v}{\partial t}=-e\phi',\qquad
\frac{\partial n_1}{\partial t}=-nv'.
$$

Differentiate the second equation in time and insert the first. For oscillation at angular frequency $\omega$, two time derivatives give a factor $-\omega^2$, so

$$
-\omega^2n_1=\frac{ne}{M}\phi''
\quad\Rightarrow\quad
n_1=-\frac{ne}{M\omega^2}\phi''.
$$

The electron density changes by $n\phi/T_V$. Poisson's equation is then

$$
\phi''=-\frac e{\varepsilon_0}\left(n_1-\frac{n\phi}{T_V}\right)
=\frac{\omega_{pi}^2}{\omega^2}\phi''+\frac{\phi}{\lambda^2},
\qquad \omega_{pi}^2=\frac{ne^2}{\varepsilon_0M}.
$$

For strictly cold ions and $\omega>\omega_{pi}$, the decay length is $\lambda\sqrt{1-\omega_{pi}^2/\omega^2}$. Close to $\omega_{pi}$, even a small ion temperature changes this result. The ion plasma frequency $\omega_{pi}/2\pi$ is 3.33 MHz, so

$$
\sqrt{1-(3.33/13.56)^2}\approx0.97.
$$

Ion motion shortens the length by about 3 % relative to fixed ions. A simulation in time of the same linear ion equations, with ions initially at rest and the drive raised gradually, gives the ratio 0.9695; the formula gives the same value.

The electrons must also keep up. With thermal speed $\sqrt{eT_V/m_e}$, they cross one Debye length in a time $\sqrt{\varepsilon_0m_e/(ne^2)}=1/\omega_{pe}$. The drive phase advances by $\omega/\omega_{pe}=0.015$ rad in that time, so equilibrium electrons are a good approximation at the level of a few per cent, but not better. The correction is of first order in $\omega/\omega_{pe}$. A linear collisionless treatment of the electrons, with specular reflection at the plane and the uniform bulk field removed, adds a weak tail of a few per cent of $\phi_0$ on the scale $\sqrt{eT_V/m_e}/\omega\approx8.5$ mm. This moves the $1/e$ distance from $0.97\lambda$ to about $1.01\lambda$. The ratio 0.97 is thus the ion effect within the Boltzmann-electron model; the neglected electron effect is of similar size and opposite sign.

## Variation 2: electrons that are not Maxwellian

**Question.** Keep the density and the mean electron energy, 4.50 eV, but let the isotropic velocity distribution be of Druyvesteyn form, $F(\varepsilon)\propto e^{-(\varepsilon/b)^2}$. Here $\varepsilon$ is the kinetic energy in eV. What is the screening length?

**Solution.** The number of electrons per unit energy is proportional to $\sqrt\varepsilon\,F(\varepsilon)$. Take a repelling potential, $\phi\le0$, so that every electron orbit comes from the bulk. An attracting potential also has trapped orbits, whose filling would have to be specified separately. Without collisions, the total energy $\varepsilon-\phi$ is conserved, with $\phi$ in volts. Therefore

$$
n_e(\phi)=C\int_0^\infty\sqrt\varepsilon\,F(\varepsilon-\phi)\,d\varepsilon .
$$

Differentiate at $\phi=0$ and integrate by parts. The boundary terms vanish, leaving

$$
\frac{dn_e}{d\phi}=-C\int_0^\infty\sqrt\varepsilon\,F'\,d\varepsilon
=\frac C2\int_0^\infty\frac{F}{\sqrt\varepsilon}\,d\varepsilon
=\frac n2\left\langle\frac1\varepsilon\right\rangle .
$$

Comparison with the linear Maxwellian response, $n/T_V$, defines a screening temperature $T_s=2/\langle1/\varepsilon\rangle$ in eV. Substituting $t=(\varepsilon/b)^2$ in the energy averages gives

$$
\langle\varepsilon\rangle=b\frac{\Gamma(5/4)}{\Gamma(3/4)},\qquad
\left\langle\frac1\varepsilon\right\rangle
=\frac{\Gamma(1/4)}{b\,\Gamma(3/4)} .
$$

Eliminate $b$ and use $\Gamma(5/4)=\Gamma(1/4)/4$:

$$
T_s=8\langle\varepsilon\rangle
\left[\frac{\Gamma(3/4)}{\Gamma(1/4)}\right]^2=4.11\ \mathrm{eV}.
$$

The length is $0.1288\sqrt{4.113/3}=0.151$ mm, or 17 % above the Maxwellian value. At the same mean energy, this distribution has a smaller mean inverse energy, so its density responds less to a small potential.

## Relation to a real reactor

The given density and temperature are plausible for the bulk of a low-pressure inductively coupled reactor at low power. Near a remote substrate, the density can be much lower; at the same electron temperature, the Debye length is then longer. Real electrons need not be Maxwellian; the Druyvesteyn case shows a shift of 17 % at fixed mean energy. Nor are ions fixed in a steady wall sheath, and the potential there can be several times $T_V$ or more. The value 0.13 mm is therefore a screening scale for the bulk plasma, not a prediction of sheath thickness.

## Numbers as computed

```
INPUTS
electron density: 1.0e+16 m^-3
electron temperature: 3.0 eV
same temperature: 34814 K
ion mass: 40 u
ion temperature: 0.05 eV
drive frequency: 13.56 MHz
feature width: 100 nm
DEBYE LENGTH
vacuum permittivity: 8.8542e-12 F/m
elementary charge: 1.6022e-19 C
eps0 times T: 2.6563e-11 C/m
e times n: 1.6022e-03 C/m^3
Debye length squared: 1.6579e-08 m^2
Debye length: 1.2876e-04 m
Debye length: 0.1288 mm
grid 1/e distance, small wall potential: 0.1288 mm
grid distance, four times density: 0.0644 mm
grid distance, four times temperature: 0.2575 mm
Debye length / feature width: 1288
potential drop over feature width: 0.078 %
NEGLECTED EFFECTS
wall -0.3 V, distance/Debye length: estimate 1.0105, grid 1.0105
wall -3.0 V, distance/Debye length: estimate 1.1054, grid 1.1051
static length with thermal ions: 0.0165 mm
same length from grid: 0.0165 mm
ion plasma frequency: 3.33 MHz
electron plasma frequency: 898 MHz
drive / electron plasma frequency: 0.0151
driven-ion length ratio, formula: 0.9695
driven-ion length ratio, time simulation: 0.9695
mean electron energy: 4.50 eV
Druyvesteyn screening temperature: 4.113 eV
same temperature from density slope: 4.113 eV
Druyvesteyn screening length: 0.1508 mm
Druyvesteyn / Maxwellian length: 1.171
electrons in a Debye sphere: 8.94e+04
```
